# Average Sign of the Antiferromagnetic Heisenberg Triangle: verification in Python

```python
# Average sign of the spin-1/2 antiferromagnetic Heisenberg triangle, S_z basis.
# Result under test, with x = beta*J and J > 0:
#   <s> = Z/Z' = 2(1 + exp(3x/2)) / (1 + 2 exp(x/2) + exp(2x)) -> 2 exp(-x/2)
# Z  = Tr exp(-beta H),  H = J * sum over bonds of S_i.S_j
# Z' = Tr exp(-beta H'), H' = H with each off-diagonal element h replaced by -|h|
# Energies are in units of J, beta in units of 1/J.
import math
import numpy as np
from scipy.linalg import expm

SX = np.array([[0, 1], [1, 0]], dtype=complex) / 2
SY = np.array([[0, -1j], [1j, 0]], dtype=complex) / 2
SZ = np.array([[1, 0], [0, -1]], dtype=complex) / 2


def site_operator(op, site):
    factors = [np.eye(2)] * 3
    factors[site] = op
    return np.kron(np.kron(factors[0], factors[1]), factors[2])


def heisenberg(bonds):
    total = sum(site_operator(s, i) @ site_operator(s, j)
                for i, j in bonds for s in (SX, SY, SZ))
    assert np.abs(total.imag).max() < 1e-14
    return total.real


def absolute_reference(h):
    diagonal = np.diag(np.diag(h))
    return diagonal - np.abs(h - diagonal)


def partition(h, x):
    return np.exp(-x * np.linalg.eigvalsh(h)).sum()


def thermal_energy(h, x):
    e = np.linalg.eigvalsh(h)
    w = np.exp(-x * (e - e.min()))
    return (w * e).sum() / w.sum()


def sign_formula(x):
    return 2 * (1 + math.exp(1.5 * x)) / (1 + 2 * math.exp(x / 2) + math.exp(2 * x))


H = heisenberg([(0, 1), (1, 2), (0, 2)])
H_ABS = absolute_reference(H)
levels, levels_abs = np.linalg.eigvalsh(H), np.linalg.eigvalsh(H_ABS)
assert np.allclose(levels, [-0.75] * 4 + [0.75] * 4)
assert np.allclose(levels_abs, [-1.25] * 2 + [0.25] * 4 + [0.75] * 2)
print("Levels of H  (J):", " ".join(f"{e:.2f}" for e in levels))
print("Levels of H' (J):", " ".join(f"{e:.2f}" for e in levels_abs))
print(f"Ground-level difference E0 - E0' = {levels[0] - levels_abs[0]:.4f} J")

# Closed form against diagonalization; local decay rate against its derivative
print("beta*J | Z | Z' | <s> | 2exp(-beta*J/2) | rate (J) | samples for 1%")
for x in (0.5, 1.0, 2.0, 4.0, 8.0, 12.0):
    z, z_abs = partition(H, x), partition(H_ABS, x)
    sign = z / z_abs
    assert abs(sign / sign_formula(x) - 1) < 1e-11
    rate = thermal_energy(H, x) - thermal_energy(H_ABS, x)
    d = 1e-4
    slope = -(math.log(sign_formula(x + d)) - math.log(sign_formula(x - d))) / (2 * d)
    assert abs(rate - slope) < 1e-6
    samples = (1 - sign**2) / (sign**2 * 0.01**2)
    print(f"{x:5.1f} | {z:.5g} | {z_abs:.5g} | {sign:.6f} | "
          f"{2 * math.exp(-x / 2):.6f} | {rate:.6f} | {samples:.3g}")
assert abs(rate - 0.5) < 1e-6
# First correction to the low-temperature form
x = 8.0
deficit = 1 - partition(H, x) / partition(H_ABS, x) / (2 * math.exp(-x / 2))
assert abs(deficit / (math.exp(-1.5 * x) + math.exp(-2 * x)) - 1) < 1e-3

# High-temperature coefficient of x^3, from a small-x diagonalization
x = 0.02
cubic = (1 - partition(H, x) / partition(H_ABS, x)) / x**3
assert abs(cubic - 1 / 16) < 1e-3
print(f"(1 - <s>)/(beta*J)^3 at beta*J = {x}: {cubic:.5f}; 1/16 = {1 / 16:.5f}")

# Open chain: one bond removed, no sign problem
chain = heisenberg([(0, 1), (1, 2)])
chain_sign = partition(chain, 4.0) / partition(absolute_reference(chain), 4.0)
assert abs(chain_sign - 1) < 1e-12
print(f"Open three-site chain, <s> at beta*J = 4: {chain_sign:.6f}")


# Explicit enumeration of closed exchange paths
def minority_site(state):
    bits = [(state >> (2 - k)) & 1 for k in range(3)]
    return bits.index(1 if sum(bits) == 1 else 0)


x_enum, max_hops = 2.0, 14
neighbours = {a: [b for b in range(8) if b != a and abs(H[a, b]) > 1e-12]
              for a in range(8)}
assert all(abs(H[a, a] - H[b, b]) < 1e-12 for a in range(8) for b in neighbours[a])
positive = negative = 0.0
closed_counts = []
paths = [(a, a, 0, 1.0) for a in range(8)]  # start, state, displacement, weight
for n in range(max_hops + 1):
    count = 0
    for start, state, shift, weight in paths:
        if state != start:
            continue
        assert shift % 3 == 0
        assert (weight > 0) == ((shift // 3) % 2 == 0)  # sign = parity of winding
        count += 1
        w = weight * x_enum**n / math.factorial(n) * math.exp(-x_enum * H[start, start])
        if w > 0:
            positive += w
        else:
            negative -= w
    closed_counts.append(count)
    if n < max_hops:
        new_paths = []
        for start, state, shift, weight in paths:
            for b in neighbours[state]:
                step = (minority_site(b) - minority_site(state) + 1) % 3 - 1
                new_paths.append((start, b, shift + step, -weight * H[b, state]))
        paths = new_paths
# Tolerance: the omitted paths have more than 14 exchanges
assert abs((positive - negative) / partition(H, x_enum) - 1) < 1e-6
assert abs((positive + negative) / partition(H_ABS, x_enum) - 1) < 1e-6
print("Closed paths with n = 0..5 exchanges (all 8 starts):", closed_counts[:6])
print(f"Path sums at beta*J = {x_enum}: positive {positive:.5f}, negative {negative:.5f}")
print(f"  <s> from enumerated paths: {(positive - negative) / (positive + negative):.6f}")

# Direct sampling of the absolute ensemble: free random walks of the minority
# spin (hop rate J/2 to each neighbour) are kept only if they close.
x_mc, proposals = 4.0, 600000
rng = np.random.default_rng(7)
weight_polarized = 2 * math.exp(-0.75 * x_mc)
weight_mobile = 6 * math.exp(1.25 * x_mc)
polarized = rng.random(proposals) < weight_polarized / (weight_polarized + weight_mobile)
hops = np.where(polarized, 0, rng.poisson(x_mc, proposals))
clockwise = rng.binomial(hops, 0.5)
closed = (2 * clockwise - hops) % 3 == 0
signs = 1 - 2 * (hops[closed] % 2)
mean_sign = signs.mean()
exact = partition(H, x_mc) / partition(H_ABS, x_mc)
predicted_error = math.sqrt((1 - exact**2) / signs.size)
assert abs(mean_sign - exact) < 5 * predicted_error
batches = signs[:signs.size // 400 * 400].reshape(400, -1)
batch_error = batches.mean(axis=1).std(ddof=1) / math.sqrt(400)
assert abs(batch_error / predicted_error - 1) < 0.2  # batch spread itself has ~4% noise
print(f"Sampling at beta*J = {x_mc}: {signs.size} independent closed paths")
print(f"  mean sign {mean_sign:.5f}, exact {exact:.5f}")
print(f"  standard error: batches {batch_error:.5f}, predicted {predicted_error:.5f}")

# Grouped paths: absolute values of elements of the full exp(-beta H/M)
print(f"Full-matrix slices at beta*J = {x_mc}: M | <s>")
grouped = {}
for m in (1, 2, 3, 4, 8, 16, 64, 2000, 4000):
    slice_matrix = expm(-x_mc * H / m)
    top = np.trace(np.linalg.matrix_power(slice_matrix, m))
    bottom = np.trace(np.linalg.matrix_power(np.abs(slice_matrix), m))
    grouped[m] = top / bottom
    print(f"  {m:5d} | {grouped[m]:.6f}")
assert abs(grouped[1] - 1) < 1e-10 and abs(grouped[2] - 1) < 1e-10
assert grouped[3] < 0.999
error_ratio = (grouped[2000] - exact) / (grouped[4000] - exact)
assert abs(error_ratio - 2) < 0.02
print(f"  error ratio M = 2000 to M = 4000: {error_ratio:.4f}")
print("PASS")
```

Printed output:

```
Levels of H  (J): -0.75 -0.75 -0.75 -0.75 0.75 0.75 0.75 0.75
Levels of H' (J): -1.25 -1.25 0.25 0.25 0.25 0.25 0.75 0.75
Ground-level difference E0 - E0' = 0.5000 J
beta*J | Z | Z' | <s> | 2exp(-beta*J/2) | rate (J) | samples for 1%
  0.5 | 8.5691 | 8.6411 | 0.991675 | 1.557602 | 0.050311 | 169
  1.0 | 10.357 | 11.041 | 0.938123 | 1.213061 | 0.179263 | 1.36e+03
  2.0 | 18.819 | 27.237 | 0.690936 | 0.735759 | 0.404761 | 1.09e+04
  4.0 | 80.541 | 298.4 | 0.269913 | 0.270671 | 0.495644 | 1.27e+05
  8.0 | 1613.7 | 44053 | 0.036631 | 0.036631 | 0.499991 | 7.44e+06
 12.0 | 32412 | 6.538e+06 | 0.004958 | 0.004958 | 0.500000 | 4.07e+08
(1 - <s>)/(beta*J)^3 at beta*J = 0.02: 0.06281; 1/16 = 0.06250
Open three-site chain, <s> at beta*J = 4: 1.000000
Closed paths with n = 0..5 exchanges (all 8 starts): [8, 0, 12, 12, 36, 60]
Path sums at beta*J = 2.0: positive 23.02832, negative 4.20905
  <s> from enumerated paths: 0.690936
Sampling at beta*J = 4.0: 200489 independent closed paths
  mean sign 0.27099, exact 0.26991
  standard error: batches 0.00209, predicted 0.00215
Full-matrix slices at beta*J = 4.0: M | <s>
      1 | 1.000000
      2 | 1.000000
      3 | 0.874659
      4 | 0.764480
      8 | 0.538977
     16 | 0.406155
     64 | 0.303652
   2000 | 0.270984
   4000 | 0.270449
  error ratio M = 2000 to M = 4000: 2.0003
PASS
```
